# The Dipole Form Factor and the Shape of a Charge Distribution

## The problem

An electron scatters from a fixed, spherically symmetric charge distribution. Its density $\rho(r)$ is normalized to one, so that $\int\rho\,d^3r=1$, and its form factor is

$$G(q)=\int \rho(r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r ,$$

where $\mathbf q$ is the momentum transferred to the target. Poisson's equation, written in terms of $\mathbf q$, makes the potential of the distribution equal to that of a point charge multiplied by $G(q)$. At first order in the potential, the scattering amplitude therefore carries the factor $G(q)$ and the cross section the factor $G(q)^2$.

The proton also scatters through its magnetic moment, which is left aside here. Its electric (charge) form factor is roughly described, for $cq$ up to about $10^9$ eV, by the dipole form

$$G(q)=\frac{1}{(1+q^2/\Lambda^2)^2},\qquad (c\Lambda)^2=7.1\times10^{17}\ \text{eV}^2\ \ (0.71\ \text{GeV}^2).$$

**(a)** Show that this is the form factor of an exponential density, and of no other density.

**(b)** Find the mean square radius $\langle r^2\rangle$ in terms of $\Lambda$, and the root-mean-square radius $R=\sqrt{\langle r^2\rangle}$ as a length.

**(c)** Compare the exponential with a Gaussian density and a Yukawa density, $\rho\propto e^{-\mu r}/r$, that have the same $R$. Where do the three form factors agree, and where do they part?

The algebra uses atomic units, in which $\hbar=1$. A momentum is then also an inverse length, so $\Lambda r$ and $q/\Lambda$ are pure numbers. The quantity quoted in eV is the energy $c\Lambda$, and the corresponding length is $1/\Lambda=\hbar c/(c\Lambda)$ once $\hbar$ is restored.

## Hints

1. Put the polar axis along $\mathbf q$ and do the angular integral first. A one-dimensional sine integral remains.
2. The integral of $e^{-ar}\sin(qr)$ from zero to infinity is elementary. Differentiating it with respect to $a$ brings down a factor $r$.
3. Expand $\sin(qr)/(qr)$ for small $q$. Which moment of the density multiplies $q^2$, and which multiplies $q^4$?
4. For the Gaussian, use Cartesian coordinates and find a first-order differential equation in $q$.
5. In part (c), express all three form factors through the single variable $x=q^2/\Lambda^2$.

## Solution

### From three dimensions to one

Let $u=\cos\theta$, with $\theta$ the angle between $\mathbf q$ and $\mathbf r$. The integral over directions is

$$2\pi\int_{-1}^{1}e^{iqru}\,du=2\pi\,\frac{e^{iqr}-e^{-iqr}}{iqr}=4\pi\,\frac{\sin(qr)}{qr}.$$

Multiplying by $\rho(r)\,r^2$ and integrating over $r$ gives

$$G(q)=\frac{4\pi}{q}\int_0^\infty r\,\rho(r)\sin(qr)\,dr. \tag{1}$$

For small $q$, insert $\sin z/z=1-z^2/6+z^4/120-\dots$ with $z=qr$. Since $4\pi r^2\rho\,dr$ is the charge in a shell, each power of $r$ becomes an average:

$$G(q)=1-\frac{q^2}{6}\langle r^2\rangle+\frac{q^4}{120}\langle r^4\rangle-\dots \tag{2}$$

This requires the moments to be finite, which holds for densities that fall off exponentially or faster. It is a small-$q$ expansion: the series converges only for $q<\Lambda$ for the exponential density and only for $q<\mu$ for the Yukawa density. The coefficient of $q^2$ gives the slope formula

$$\langle r^2\rangle=-6\left.\frac{dG}{d(q^2)}\right|_{q=0}. \tag{3}$$

### (a) The exponential density

For $a>0$,

$$\int_0^\infty e^{-ar}\sin(qr)\,dr=\operatorname{Im}\int_0^\infty e^{-(a-iq)r}dr=\operatorname{Im}\frac{1}{a-iq}=\frac{q}{a^2+q^2}. \tag{4}$$

Differentiation with respect to $a$ gives $-r$ under the integral on the left and $-2aq/(a^2+q^2)^2$ on the right. Hence

$$\int_0^\infty r\,e^{-ar}\sin(qr)\,dr=\frac{2aq}{(a^2+q^2)^2}. \tag{5}$$

Now take $\rho(r)=N e^{-\Lambda r}$. Using $\int_0^\infty r^n e^{-\Lambda r}dr=n!/\Lambda^{n+1}$, the normalization is

$$1=4\pi N\int_0^\infty r^2e^{-\Lambda r}dr=\frac{8\pi N}{\Lambda^3},\qquad N=\frac{\Lambda^3}{8\pi}.$$

Equations (1) and (5) with $a=\Lambda$ then give

$$G(q)=\frac{4\pi}{q}\,\frac{\Lambda^3}{8\pi}\,\frac{2\Lambda q}{(\Lambda^2+q^2)^2}=\frac{\Lambda^4}{(\Lambda^2+q^2)^2}=\frac{1}{(1+q^2/\Lambda^2)^2}.$$

This is the dipole. The converse rests on the uniqueness of the Fourier transform: two integrable densities with the same transform at every $\mathbf q$ are the same density. Therefore

$$G(q)=\frac{1}{(1+q^2/\Lambda^2)^2}\quad\Longleftrightarrow\quad\rho(r)=\frac{\Lambda^3}{8\pi}e^{-\Lambda r}.$$

This is a statement about the exact function. Data cover a limited range of $q$ with finite precision, and a dipole that fits them does not fix the density. For example, moving 0.1% of the charge into a Gaussian of root-mean-square radius $0.05R$ changes $G$ by less than $10^{-3}$ for $cq$ up to $10^9$ eV, yet raises the density at the centre by a factor of 2.6.

### (b) The radius

The moment follows directly from the density:

$$\langle r^2\rangle=4\pi\,\frac{\Lambda^3}{8\pi}\int_0^\infty r^4e^{-\Lambda r}dr=\frac{\Lambda^3}{2}\,\frac{24}{\Lambda^5}=\frac{12}{\Lambda^2}.$$

The slope gives the same answer. For small $q$ the dipole is $1-2q^2/\Lambda^2+\dots$, so equation (3) yields $-6\times(-2/\Lambda^2)=12/\Lambda^2$.

For the number, $c\Lambda=\sqrt{7.1\times10^{17}}$ eV $=8.426\times10^{8}$ eV. With $\hbar c=1973.27$ eV Å,

$$\frac1\Lambda=\frac{1973.27}{8.426\times10^{8}}\ \text{Å}=2.342\times10^{-6}\ \text{Å},$$

$$\langle r^2\rangle=12\,(2.342\times10^{-6}\ \text{Å})^2=6.58\times10^{-11}\ \text{Å}^2,$$

$$R=\frac{\sqrt{12}}{\Lambda}=8.11\times10^{-6}\ \text{Å}=0.81\ \text{fm}.$$

The length 0.81 fm is the root-mean-square radius; the mean square radius $12/\Lambda^2$ is an area. The radius is also about three and a half times the decay length $1/\Lambda$, because the weight $r^4$ in the moment favours the outer part of the distribution.

### What the number means for a proton

The value 0.81 fm belongs to the dipole with this $\Lambda$. It is not a measurement of the proton radius, which needs the slope of the actual form factor at $q=0$.

There is a second reservation. A proton recoils, whereas the derivation assumed a fixed target. One can choose the frame in which no energy is transferred, so that $q^2$ is the invariant spacelike momentum transfer squared, and apply equation (3) to the electric form factor. This defines a radius by convention. Reading the Fourier transform as the density of a proton at rest is an approximation.

Its quality is governed by the proton's reduced Compton length $\hbar/(Mc)=2.10\times10^{-6}$ Å, with $M$ the proton mass. This is 0.26 of $R$, which is not very small. Suppose, for example, that another convention multiplies $G$ by $(1+q^2/4M^2c^2)^{-1/2}$. For small $q$ this factor is $1-q^2/(8M^2c^2)$, so equation (3) adds $6/(8M^2c^2)=3/(4M^2c^2)$ to $\langle r^2\rangle$. Relative to the dipole value, the change is $0.75\times0.26^2\approx0.05$ in $\langle r^2\rangle$, or 2.5% in $R$. A radius quoted to better than a few per cent must therefore come with its definition.

### (c) Two other shapes with the same radius

**Yukawa.** The density

$$\rho_{\rm Y}(r)=\frac{\mu^2}{4\pi}\,\frac{e^{-\mu r}}{r}$$

is normalized, since $\mu^2\int_0^\infty r e^{-\mu r}dr=1$. It diverges at the origin, but the charge in a small sphere stays finite because the volume element supplies $r^2$. Equations (1) and (4) give

$$G_{\rm Y}(q)=\frac{4\pi}{q}\,\frac{\mu^2}{4\pi}\,\frac{q}{\mu^2+q^2}=\frac{1}{1+q^2/\mu^2}.$$

The radius is $\langle r^2\rangle=\mu^2\int_0^\infty r^3e^{-\mu r}dr=6/\mu^2$. Setting this equal to $12/\Lambda^2$ requires $\mu^2=\Lambda^2/2$, or $c\mu=5.96\times10^8$ eV. Had we set $\mu=\Lambda$ instead, the Yukawa radius would be smaller by $\sqrt2$, and the comparison would mix a difference of size with one of shape.

**Gaussian.** Write $\rho_{\rm G}(r)=(a/\pi)^{3/2}e^{-ar^2}$, a product of three normalized one-dimensional Gaussians. With $\mathbf q$ along $z$, the $x$ and $y$ integrals each give one. The sine part of the exponential vanishes by symmetry, leaving

$$G_{\rm G}(q)=\sqrt{\frac a\pi}\,I(q),\qquad I(q)=\int_{-\infty}^{\infty}e^{-az^2}\cos(qz)\,dz.$$

Differentiate with respect to $q$, use $z e^{-az^2}=-\frac{1}{2a}\frac{d}{dz}e^{-az^2}$, and integrate by parts. The boundary terms vanish:

$$I'(q)=-\int z\,e^{-az^2}\sin(qz)\,dz=\frac{1}{2a}\int\left(\frac{d}{dz}e^{-az^2}\right)\sin(qz)\,dz=-\frac{q}{2a}I(q).$$

Since $G_{\rm G}(0)=1$, the solution is $G_{\rm G}=e^{-q^2/4a}$. Its slope gives $\langle r^2\rangle=6/(4a)=3/(2a)$. Equal radius means $a=3/(2R^2)$, and therefore

$$G_{\rm G}(q)=e^{-q^2R^2/6}.$$

**The comparison.** With $x=q^2/\Lambda^2$ and $R^2=12/\Lambda^2$, the three form factors and their expansions are

$$G_{\rm G}=e^{-2x}=1-2x+2x^2-\dots$$

$$G_{\rm exp}=(1+x)^{-2}=1-2x+3x^2-\dots$$

$$G_{\rm Y}=(1+2x)^{-1}=1-2x+4x^2-\dots$$

They share the term $-2x$, as equal radii demand, and first differ at order $x^2$. By equation (2), the coefficient of $x^2$ is $\Lambda^4\langle r^4\rangle/120$. The fourth moments are thus $240/\Lambda^4$, $360/\Lambda^4$ and $480/\Lambda^4$, or $7.2\times10^{-21}$, $1.08\times10^{-20}$ and $1.44\times10^{-20}$ Å$^4$.

The order of the form factors is the same at every $q>0$. From $e^x>1+x$ it follows that $e^{2x}>(1+x)^2=1+2x+x^2>1+2x$. Taking reciprocals reverses the order:

$$G_{\rm G}<G_{\rm exp}<G_{\rm Y}.$$

The formulas give these values:

| $cq$ (eV) | Gaussian | exponential | Yukawa |
|---|---|---|---|
| $1\times10^8$ | 0.9722 | 0.9724 | 0.9726 |
| $3\times10^8$ | 0.776 | 0.788 | 0.798 |
| $1\times10^9$ | 0.060 | 0.172 | 0.262 |
| $2\times10^9$ | 0.00001 | 0.023 | 0.082 |

In the first row $x=10^{16}/(7.1\times10^{17})=0.014$, and neighbouring shapes differ by about $x^2=2\times10^{-4}$. Scattering there is sensitive to the radius and hardly to the shape. In the last row $x=5.6$, and the shape decides the result. For a proton the last two rows have $q$ comparable to or larger than $Mc$, so they compare the model functions and should not be read as images of a proton at rest.

The second row shows how an assumed shape can bias a radius. Suppose the true form factor is the dipole, but $\langle r^2\rangle$ is inferred from its value at this one $q$, where $x=0.127$. With a Gaussian assumed, $e^{-q^2\langle r^2\rangle/6}=(1+x)^{-2}$ gives

$$\frac{\langle r^2\rangle_{\rm inferred}}{12/\Lambda^2}=\frac{\ln(1+x)}{x}=0.94.$$

With a Yukawa assumed, $1+q^2\langle r^2\rangle/6=(1+x)^2$ gives the ratio $(2x+x^2)/(2x)=1+x/2=1.06$. The inferred mean square radius is 6% too small in one case and 6% too large in the other. Both errors vanish as $x\to0$, where equation (3) applies.

**The densities.** In units of $10^{14}$ Å$^{-3}$, the densities are:

| $r$ | Gaussian | exponential | Yukawa |
|---|---|---|---|
| $0.1R$ | 6.1 | 21.9 | 70.0 |
| $R$ | 1.38 | 0.97 | 0.77 |
| $3R$ | 0.0000085 | 0.00095 | 0.0019 |

The Yukawa density is the largest near the centre and far outside, and the smallest at $r=R$. Such a double crossing is forced by the matching. Let $D(r)$ be the difference of two of these densities. Equal charge and equal radius mean

$$\int_0^\infty D\,r^2dr=0,\qquad \int_0^\infty D\,r^4dr=0.$$

The first condition requires $D$ to change sign. If it did so once, at $r_0$, then $D\,(r^2-r_0^2)$ would have one sign everywhere, and $\int D\,(r^2-r_0^2)\,r^2dr$ could not vanish. The two conditions say that it does vanish, so $D$ changes sign at least twice. A density with more charge at the centre and in the tail must have less in between.

## Variation 1: what large momentum transfer sees

**Question.** Which feature of the density makes the dipole fall as $q^{-4}$, and what happens for the other two shapes?

**Solution.** Let $f(r)=r\rho(r)$, and integrate by parts twice in equation (1). For these densities $f$ and its derivatives vanish at infinity, so

$$\int_0^\infty f\sin(qr)\,dr=\frac{f(0)}{q}+\frac1q\int_0^\infty f'\cos(qr)\,dr=\frac{f(0)}{q}-\frac{1}{q^2}\int_0^\infty f''\sin(qr)\,dr.$$

The last integral has the same form, with $f''$ in place of $f$. Repeating the step gives

$$G(q)=4\pi\left[\frac{f(0)}{q^2}-\frac{f''(0)}{q^4}+\dots\right].$$

For densities that are smooth at every $r>0$ and whose derivatives all fall off exponentially or faster at infinity, as holds for these three, the inverse powers of $q$ in the large-$q$ behaviour are set by the density at the origin. (A density with an edge or kink at finite $r$ would add oscillating terms from that radius.) For the three shapes:

- **Exponential.** Here $f(0)=0$ and $f''(0)=2\rho'(0)$, with $\rho'(0)=-\Lambda^4/(8\pi)$. Hence $G\to-8\pi\rho'(0)/q^4=\Lambda^4/q^4$. The source of the power law is the cusp: the density reaches the centre with a nonzero slope.
- **Yukawa.** Here $f(0)=\mu^2/(4\pi)$, so $G\to\mu^2/q^2$. The $1/r$ divergence gives a slower fall.
- **Gaussian.** Here $f$ is an odd function of $r$, so all its even derivatives vanish at the origin. No inverse power appears, in agreement with $e^{-q^2R^2/6}$.

The powers are limits. Numerical integration of equation (1) at $q=10\Lambda$ and $q=20\Lambda$ gives a mean logarithmic slope, $\ln[G(20\Lambda)/G(10\Lambda)]/\ln2$, of $-3.98$ for the exponential and $-1.99$ for the Yukawa density. Both are close to the limiting $-4$ and $-2$.

## Variation 2: how much charge lies inside $R$

**Question.** Is the root-mean-square radius the radius that contains half the charge?

**Solution.** The charge inside $R$ is $P=4\pi\int_0^R\rho\,r^2dr$.

For the exponential, set $u=\Lambda r$ and $t=\Lambda R=\sqrt{12}$. An antiderivative of $u^2e^{-u}$ is $-(u^2+2u+2)e^{-u}$, so

$$P_{\rm exp}=\frac12\int_0^t u^2e^{-u}du=1-e^{-t}\left(1+t+\frac{t^2}{2}\right)=0.67.$$

For the Yukawa density, set $u=\mu r$ and $s=\mu R=\sqrt6$:

$$P_{\rm Y}=\int_0^s u\,e^{-u}du=1-e^{-s}(1+s)=0.70.$$

For the Gaussian, set $v=\sqrt a\,r$ and $v_0=\sqrt a\,R=\sqrt{3/2}$. Integrating by parts, with $\operatorname{erf}(v_0)=\frac{2}{\sqrt\pi}\int_0^{v_0}e^{-v^2}dv$,

$$P_{\rm G}=\frac{4}{\sqrt\pi}\int_0^{v_0}v^2e^{-v^2}dv=\operatorname{erf}(v_0)-\frac{2v_0}{\sqrt\pi}e^{-v_0^2}=0.61.$$

In all three cases more than half the charge lies inside $R$, so the half-charge radius is smaller than $R$. The fraction also depends on the shape: a radius taken from the slope at $q=0$ fixes one moment of the density and leaves the enclosed charge open.

Numbers in the example were calculated in double precision.
